# Duration of transient diffusion fed by interstitial clusters at fixed supersaturation

## 1. Definitions and conventions

The surface is at $x=0$ and the crystal occupies $x>0$. The anneal is isothermal. The free self-interstitials have concentration $C(x,t)$, uniform diffusivity $D$ and equilibrium concentration $C^*$. Their excess and their supersaturation are

$$c=C-C^*,\qquad S=\frac{C}{C^*}.$$

Clusters lie in a thin sheet at depth $L$. At $t=0$ they hold $Q$ interstitials per unit area. This retained dose is what remains after recombination with vacancies, and it counts the interstitials that the clusters will release; any that stay bound in stable defects are left out of $Q$.

As long as clusters remain, they hold the supersaturation at the sheet at a fixed value $S$. The pinned excess is therefore

$$c(L,t)=\Delta C=(S-1)C^*.$$

The free interstitials start at equilibrium, $c(x,0)=0$. The surface absorbs them efficiently, so that $c(0,t)=0$. There is no other sink, and the bulk is semi-infinite. Sections 6 and 7 relax some of these assumptions.

Three durations and one number are used:

- The nominal duration is $\tau=QL/(D\,\Delta C)$.
- The cluster lifetime $t_c$ is the time at which the sheet is empty.
- The equivalent duration is $t_{eq}=\frac{1}{\Delta C}\int_0^\infty c(L,t)\,dt$, the time for which the full pinned excess would have to act to give the same time integral at the sheet.
- The dose ratio $q=Q/(\Delta C\,L)$ compares the clustered dose with the free excess that would fill the layer $0<x<L$ at concentration $\Delta C$.

The result is that $t_{eq}=\tau$ under the stated assumptions for any $q$, while $t_c\to\tau$ in the sense of a ratio when $q\gg1$. The proportionality to $QL$ is taken at fixed temperature and fixed $S$.

## 2. Quasi-steady derivation

Away from the sheet the excess obeys

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

The layer between surface and sheet adjusts in a time of order $L^2/D$. If the clusters last much longer, the left side may be neglected there. Then $\partial^2c/\partial x^2=0$, and the two boundary values give the linear profile $c=\Delta C\,x/L$. The flux in the positive $x$ direction is

$$J=-D\frac{\partial c}{\partial x}=-\frac{D\,\Delta C}{L}.$$

The negative sign means that interstitials move towards the surface. If this is the main loss, the dose $Q_r(t)$ remaining in the clusters obeys

$$\frac{dQ_r}{dt}=-\frac{D\,\Delta C}{L}.$$

The right side is constant, because both the supersaturation and the distance are fixed. Integration from $Q_r(0)=Q$ to $Q_r=0$ gives

$$\boxed{\tau=\frac{QL}{D\,\Delta C}=\frac{QL}{DC^*(S-1)}}$$

A larger dose lasts longer because the loss rate does not depend on the dose. A deeper sheet lasts longer because the gradient that drives the loss is smaller.

This argument leaves out the filling of the front layer and the interstitials that move deeper into the crystal. The second loss needs care, since a semi-infinite bulk never reaches a steady state.

## 3. Cluster lifetime with filling and bulk uptake

While the sheet is pinned, the regions on its two sides are independent problems. Let $T=Dt/L^2$.

**Front layer.** The solution is the steady profile plus decaying sine modes that vanish at both ends:

$$c=\Delta C\left[\frac{x}{L}+\sum_{n=1}^\infty b_n\sin\frac{n\pi x}{L}\,e^{-n^2\pi^2T}\right].$$

The initial condition $c=0$ requires the sine series to equal $-x/L$ at $T=0$. Projection on mode $n$ gives

$$b_n=-\frac{2}{L^2}\int_0^L x\sin\frac{n\pi x}{L}\,dx=\frac{2(-1)^n}{n\pi},$$

because the integral equals $-L^2(-1)^n/(n\pi)$. The rate at which the sheet feeds the front layer is $D\,\partial c/\partial x$ at $x=L^-$. Differentiation of mode $n$ produces the factor $(n\pi/L)\cos n\pi=(n\pi/L)(-1)^n$, which cancels the sign in $b_n$:

$$D\frac{\partial c}{\partial x}\bigg|_{L^-}=\frac{D\,\Delta C}{L}\left[1+2\sum_n e^{-n^2\pi^2T}\right].$$

Integrate over time with $dt=(L^2/D)\,dT$ and use $\sum_n n^{-2}=\pi^2/6$. The amount delivered to the front is

$$N_f=\Delta C\,L\left[T+\frac13-\frac{2}{\pi^2}\sum_n\frac{e^{-n^2\pi^2T}}{n^2}\right].$$

**Bulk.** Behind the sheet the solution that starts at zero and equals $\Delta C$ at $x=L$ is

$$c=\Delta C\,\operatorname{erfc}\frac{x-L}{2\sqrt{Dt}}.$$

Since $d\,\mathrm{erfc}(u)/du=-2e^{-u^2}/\sqrt\pi$, the flux into the bulk at $x=L^+$ is $\Delta C\sqrt{D/(\pi t)}$. Its time integral is

$$N_b=2\Delta C\sqrt{\frac{Dt}{\pi}}=\Delta C\,L\,\frac{2\sqrt T}{\sqrt\pi}.$$

**Depletion.** The sheet is empty when $N_f+N_b=Q$. Division by $\Delta C\,L$ gives

$$q=T+\frac13-\frac{2}{\pi^2}\sum_n\frac{e^{-n^2\pi^2T}}{n^2}+\frac{2\sqrt T}{\sqrt\pi}.$$

Once $\pi^2T$ is well above one, the exponentials can be dropped. What remains is quadratic in $y=\sqrt T$,

$$y^2+\frac{2}{\sqrt\pi}y+\frac13-q=0,$$

and its positive root gives

$$t_c\simeq\frac{L^2}{D}\left[\sqrt{q+\frac1\pi-\frac13}-\frac1{\sqrt\pi}\right]^2.$$

For $q\gg1$, expansion of the square gives $Dt_c/L^2=q-2\sqrt{q/\pi}+O(1)$. Since $qL^2/D=\tau$,

$$t_c=\tau\left[1-\frac{2}{\sqrt{\pi q}}+O(q^{-1})\right].$$

The relative correction falls only as $q^{-1/2}$. It comes from bulk uptake; the filling of the front layer enters at relative order $q^{-1}$. The correction also changes the apparent power laws. With $\epsilon=2/\sqrt{\pi q}$, we have $\epsilon\propto Q^{-1/2}L^{1/2}$ at fixed $\Delta C$, so to first order in $\epsilon$

$$\frac{\partial\ln t_c}{\partial\ln Q}=1+\frac{\epsilon}{2},\qquad \frac{\partial\ln t_c}{\partial\ln L}=1-\frac{\epsilon}{2}.$$

**Opposite limit.** For $q\ll1$ the clusters vanish before the surface is felt. The front then takes up interstitials like a second semi-infinite bulk, and $Q=4\Delta C\sqrt{Dt_c/\pi}$. Hence

$$t_c=\frac{\pi Q^2}{16D\,\Delta C^2},$$

which does not contain $L$. The lifetime is proportional to $QL$ only in the regime of large $q$.

## 4. The integral law

Let the sheet release interstitials at a net rate $r(t)$ per area, for a finite time, with $\int_0^\infty r\,dt=Q$. On the whole crystal

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}+r(t)\,\delta(x-L).$$

Define $\phi(x)=\int_0^\infty c(x,t)\,dt$. The excess is zero at the start and decays to zero at the end, so the time integral of the left side vanishes:

$$D\phi''=-Q\,\delta(x-L),\qquad \phi(0)=0.$$

A second condition follows from the fate of the interstitials. One released at depth $L$ is still in the crystal after a time $t$ with probability $\operatorname{erf}[L/(2\sqrt{Dt})]$, which tends to zero. All of the dose therefore reaches the surface in the end, and $D\phi'(0)=Q$. In front of the sheet $\phi''=0$, so $\phi=Qx/D$. Integration across the sheet gives

$$D[\phi'(L^+)-\phi'(L^-)]=-Q,$$

and hence $\phi'(L^+)=0$. The result is

$$\boxed{\phi(x)=\frac{Q}{D}\min(x,L)}$$

At the sheet, $\phi(L)/\Delta C=QL/(D\,\Delta C)$, so $t_{eq}=\tau$ without a condition on $q$.

The two durations are consistent. Up to $t_c$ the excess at the sheet is $\Delta C$, which contributes $\Delta C\,t_c$ to $\phi(L)$. The remainder, $\Delta C(\tau-t_c)$, arrives after the clusters have gone, while the interstitials still stored on both sides of the sheet diffuse through the crystal and finally reach the surface.

**Late tail.** For a dose released at $t=0$, an image source of opposite sign at $-L$ keeps the surface at zero:

$$c=\frac{Q}{\sqrt{4\pi Dt}}\left[e^{-(x-L)^2/4Dt}-e^{-(x+L)^2/4Dt}\right].$$

When $Dt\gg x^2,L^2$, the exponentials may be expanded. Their difference is $[(x+L)^2-(x-L)^2]/(4Dt)=xL/(Dt)$. The excess then falls as $t^{-3/2}$, and the part of the integral still to come is

$$\int_t^\infty c\,dt'=\frac{QxL}{D\sqrt{4\pi D}}\int_t^\infty t'^{-3/2}dt'=\frac{QL}{D}\,\frac{x}{\sqrt{\pi Dt}}.$$

For $x\ge L$ this is a fraction $x/\sqrt{\pi Dt}$ of $\phi$. A release that lasts a time $\tau$ gives the same leading result when $t\gg\tau$.

## 5. Dopant broadening

Consider a dopant that moves by an interstitial mechanism, with $D_A=D_A^*C/C^*$, where $D_A^*$ is its equilibrium diffusivity. The dopant is taken to be dilute enough that it neither traps interstitials nor changes $C$. As a simple model, let its normalized profile $p$ obey the Fickian form $\partial_tp=\partial_x(D_A\partial_xp)$. With angle brackets for averages over $p$, integration by parts gives

$$\frac{d\langle x\rangle}{dt}=\langle D_A'\rangle,\qquad
\frac{d\langle x^2\rangle}{dt}=2\langle D_A\rangle+2\langle xD_A'\rangle.$$

The variance $\sigma^2=\langle x^2\rangle-\langle x\rangle^2$ therefore grows as

$$\frac{d\sigma^2}{dt}=2\langle D_A\rangle+2\left[\langle xD_A'\rangle-\langle x\rangle\langle D_A'\rangle\right].$$

The bracket vanishes if $D_A'$ is uniform over the marker, which is a good approximation for a narrow marker away from the sheet. For the same reason $\langle D_A\rangle$ may be taken at the marker centre. In a kick-out or pair mechanism the jump rate is set by $C$ at the point where the jump starts, and for a short migration length the equation is instead $\partial_tp=\partial_x^2(D_Ap)$. Two integrations by parts then give $d\langle x\rangle/dt=0$ and $d\sigma^2/dt=2\langle D_A\rangle$. The drift $\langle D_A'\rangle$ and the bracket thus belong to the Fickian form only, while the broadening of a narrow marker away from the sheet is the same in both. With $C/C^*=1+c/C^*$, a marker deeper than $L$ gains

$$\Delta\sigma^2=2D_A^*\left[t+\frac{QL}{DC^*}\right]$$

once the tail has passed. While the tail is still passing, with $t\gg\tau$ and $Dt\gg x^2$, the second term is multiplied by $1-x/\sqrt{\pi Dt}$.

The transient term does not contain $S$. A larger $S-1$ raises the extra diffusivity at the pinned sheet and shortens the equivalent duration in the same proportion. If $D_A^*$ and $t$ are known, a measured final broadening can thus give $QL/(DC^*)$, but it cannot give $S$ without information on the time course.

## 6. Conditions on the sinks

**Slow surface.** Let the surface absorb at the rate $k\,c(0,t)$ and define $\lambda=D/k$. Continuity of flux requires $c(0)=\lambda\,c'(0)$. A linear profile then satisfies $\Delta C=(L+\lambda)c'$, so the steady loss is $D\,\Delta C/(L+\lambda)$. In the integral law, $k\phi(0)=Q$ and $D\phi'=Q$ in front of the sheet, hence

$$\phi(L)=\frac{Q(L+\lambda)}{D}.$$

The equivalent duration $\phi(L)/\Delta C$ is proportional to $L$ when $\lambda\ll L$. For $\lambda\gg L$ it tends to $Q/(k\,\Delta C)$, which does not depend on depth. The cluster lifetime approaches the equivalent duration only if $Q\gg\Delta C(L+\lambda)$, because a slower surface leaves more time for bulk uptake.

**Deep sink.** Let a second perfect sink lie at $x=W>L$. Then $\phi=ax$ in front of the sheet and $\phi=aL(W-x)/(W-L)$ behind it. The jump in slope gives

$$Da\left[1+\frac{L}{W-L}\right]=Q,\qquad \phi(L)=\frac{QL}{D}\left(1-\frac LW\right).$$

**Distributed sinks.** If bulk sinks relax the excess at a rate $\kappa c$, then $D\phi''-\kappa\phi=-Q\delta(x-L)$. Let $\ell=\sqrt{D/\kappa}$. The solution is $A\sinh(x/\ell)$ in front and decays as $e^{-(x-L)/\ell}$ behind. The slope jump gives $(A/\ell)[\cosh(L/\ell)+\sinh(L/\ell)]=Q/D$, so $A=(Q\ell/D)e^{-L/\ell}$ and

$$\phi(L)=\frac{Q\ell}{2D}\left(1-e^{-2L/\ell}\right).$$

This returns $QL/D$ for $\ell\gg L$. For $\ell\ll L$ it tends to $Q\ell/(2D)$, and the dependence on $L$ is lost.

## 7. Conditions on the clusters

**Finite exchange rate.** Pinning requires rapid exchange between clusters and free interstitials. If the sheet releases at the rate $K[\Delta C-c(L)]$, the steady balance with $D\,c(L)/L$ gives a loss $D\,\Delta C/(L+D/K)$. The pinned result needs $D/K\ll L$. The integral law for $\phi$ does not need it, since it holds for any release history $r(t)$.

**Layer of finite thickness.** Let the clusters have density $\rho(s)$ at depth $s$, with $\int\rho\,ds=Q$ and mean depth $\bar L$. Inside the layer the excess is uniform at $\Delta C$, so in the quasi-steady limit the clusters dissolve at the edge facing the surface. When that edge is at $s$,

$$\rho(s)\frac{ds}{dt}=\frac{D\,\Delta C}{s}.$$

Separation and integration through the layer give

$$t=\frac{1}{D\,\Delta C}\int\rho(s)\,s\,ds=\frac{Q\bar L}{D\,\Delta C}.$$

The mean depth replaces $L$, provided that $\rho\gg\Delta C$ over most of the dose and that bulk uptake is small.

## 8. Worked example

The example is a model crystal with round parameters: $Q=10^{14}\ \mathrm{cm^{-2}}$, $L=100$ nm, $D=10^{-9}\ \mathrm{cm^2/s}$, $C^*=10^{12}\ \mathrm{cm^{-3}}$ and $S-1=5000$. The pinned excess is $\Delta C=5\times10^{15}\ \mathrm{cm^{-3}}$. With $L=10^{-5}$ cm,

$$\tau=\frac{10^{14}\times10^{-5}}{10^{-9}\times5\times10^{15}}\ \mathrm{s}=200\ \mathrm{s},\qquad
q=\frac{10^{14}}{5\times10^{15}\times10^{-5}}=2000.$$

The front layer adjusts in about $L^2/D=0.1$ s. The leading shortfall of the lifetime is $2/\sqrt{2000\pi}=2.52\%$ of $\tau$, and the quadratic formula gives $t_c=194.98$ s.

The diffusion equation was also solved numerically by finite volumes with implicit time steps. The sheet was held at $\Delta C$ until the counted emission reached $Q$ and was then released. The numerical crystal was 500 µm thick with a reflecting back face, where $\phi'=0$, so the integral law is unchanged. This solution gives $t_c=194.99$ s and $t_{eq}=200.00$ s. Changes of dose and depth at fixed $\Delta C$ give:

| Case | $t_c$ (s) | $t_{eq}$ (s) |
|---|---:|---:|
| $Q/2,\ L$ | 96.46 | 100.00 |
| $2Q,\ L$ | 392.90 | 400.00 |
| $Q,\ L/2$ | 98.22 | 100.00 |
| $Q,\ 2L$ | 385.86 | 400.00 |

Over these factors of four, the lifetime varies as $Q^{1.013}$ and $L^{0.987}$. The departures from one agree with $\epsilon/2\approx0.013$. The equivalent duration follows $QL$ to the digits shown.

A small dose with $q=2$ separates the two durations clearly. There $\tau=0.200$ s, while the clusters last 0.0714 s, about 36% of $\tau$. The equivalent duration is still 0.200 s, so most of the integrated excess at the sheet arrives after the clusters have gone.

For the original dose with $S-1=1000$, the lifetime rises to 988.8 s, against $\tau=1000$ s. The time integral of the excess at the sheet stays at $10^{18}\ \mathrm{s\,cm^{-3}}$, the value found for $S-1=5000$.

Now place a dopant marker at 200 nm, with an initial standard deviation of 5 nm and $D_A^*=10^{-18}\ \mathrm{cm^2/s}$. The transient is worth an equilibrium anneal of

$$\frac{QL}{DC^*}=\frac{10^{14}\times10^{-5}}{10^{-9}\times10^{12}}\ \mathrm{s}=10^6\ \mathrm{s}.$$

At $t=3583$ s the tail formula leaves 0.596% of the integral at the marker still to come. The predicted gain in variance is

$$2\times10^{-18}\left[3583+10^6(1-0.00596)\right]\mathrm{cm^2}\approx199.5\ \mathrm{nm^2}.$$

A numerical solution for the marker in the computed interstitial field also gives $199.5\ \mathrm{nm^2}$. The final standard deviation is $\sqrt{25+199.5}\approx15.0$ nm. Without clusters the gain in variance over the same time would be $0.72\ \mathrm{nm^2}$.

## 9. Use in a calculation

The nominal duration needs the product $DC^*$, the supersaturation, the dose and the depth. The dose ratio $q$ needs $C^*$ separately, through $\Delta C$. An implementation should therefore proceed as follows:

1. Compute $\tau$ and $q$ in consistent units. With $D$ in $\mathrm{cm^2/s}$ and concentrations in $\mathrm{cm^{-3}}$, the depth must be in cm.
2. For the time at which the clusters disappear, use the quadratic formula of Section 3 if $q\ge2$. For smaller $q$, solve the full depletion equation with its series instead; the quadratic formula then loses accuracy, and for $q<1/3$ its root $y$ is no longer positive.
3. For total dopant broadening in the model of Section 5, use $\phi$ rather than $t_c$. Multiplying the pinned excess by $t_c$ omits the excess that persists at the sheet after the clusters have gone.
4. Compare $\lambda$, $D/K$ and the distance to other sinks with $L$ before using the proportionality to depth.

If the supersaturation drifts as the clusters coarsen, $\tau$ with one fixed $S$ is no longer the lifetime. The integral law still holds for the net dose released from the sheet, under the sink conditions of Section 4.
